Choosing the bead number for a proton-transfer free-energy profile

A model proton at 373 K faces a potential barrier of 0.35 eV. Treating its position quantum mechanically lowers the effective barrier by 76.6 meV. With kT = 32.14 meV this should multiply the hopping rate by exp(76.6/32.14) = 10.8, yet the computed rate rises by a factor of 6.2. Recrossing of the barrier top is not the reason: it costs almost the same in the classical and the quantum calculation. In this model, where the friction is the same at all bath frequencies, the missing factor is a second, static action of friction.

**What the setting controls**

Path-integral molecular dynamics replaces each nucleus by a ring of P copies, or beads. The bead number P is the setting discussed here. Each bead needs its own energy and forces, so the cost of a step grows in proportion to P. Increasing P improves the quantum statistics of the nuclei. It does not repair the potential.

The example has one coordinate x and a proton of mass m in

V(x) = Vb[(x/a)² − 1]², Vb = 0.35 eV, a = 0.050 nm.

The curvature is 8Vb/a² at the minima and −4Vb/a² at the top, so

ω0 = √(8Vb/m)/a, ωb = √(4Vb/m)/a,

with ħω0 = 0.2156 eV and ħωb = 0.1524 eV. The surroundings exert Ohmic friction γ = 0.15 fs⁻¹, meaning a force −mγv with its thermal noise.

**From the trace to the ring**

Write β = 1/kT, ε = β/P and H = K̂ + V, where K̂ is the kinetic energy. One imaginary-time step is approximated by

S(ε) = exp(−εV/2) exp(−εK̂) exp(−εV/2).

The kinetic factor has matrix elements proportional to exp[−m(x−x′)²/(2ħ²ε)]. Multiplying P steps and taking the trace closes the chain, and the weight becomes exp[−H_P/(PkT)] with

H_P = Σ_i [½mv_i² + ½mω_P²(x_i − x_{i+1})² + V(x_i)], ω_P = PkT/ħ.

The spring constant is right because ½mω_P²/(PkT) = mPkT/(2ħ²) = m/(2ħ²ε). The beads are thus sampled at temperature PT.

The error follows from symmetry. Since S(ε)S(−ε) = 1, the logarithm of S is odd in ε. For a smooth potential, therefore,

ln S(ε) = −εH + ε³C + O(ε⁵),
S(ε)^P = exp[−βH + β³C/P² + O(P⁻⁴)].

The leading error of a free energy falls as 1/P². Doubling a sufficiently large P should divide it by four.

**Which profile is sampled**

The profile used here is F(X) = −kT ln ρ_c(X), where ρ_c is the density of the centroid x_c = (1/P)Σx_i. The density of a single bead is a different function and does not belong in the rate formula below.

Inserting δ(X − x_c) as a Fourier integral puts a factor exp(iqx/P) into each step. For P → ∞ this gives

ρ_c(X) = (1/2π) ∫dq exp(−iqX) Tr exp(−βH + iqx).

In one dimension the trace can be computed on a grid, for finite P as well, which provides a reference free of sampling noise.

In umbrella sampling, window w adds the bias U_w = ½K(x_c − s_w)². Because the beads are sampled at PT, the term added to H_P is PU_w. Its derivative with respect to one x_i is K(x_c − s_w), the factor P cancelling the 1/P in x_c.

Let window w put n_wb of its N_w samples into bin b, and let u_wb = U_w/kT there. The probability of one such sample is ρ_b exp(g_w − u_wb), with exp(−g_w) = Σ_b ρ_b exp(−u_wb). The log-likelihood is Σ n_wb(ln ρ_b + g_w − u_wb). Since ∂g_w/∂ρ_b = −exp(g_w − u_wb), setting its derivative to zero gives

ρ_b = Σ_w n_wb / Σ_w N_w exp(g_w − u_wb).

These equations are solved together with the definition of g_w. A good starting point comes from differentiating that definition with respect to the window centre:

kT dg_w/ds_w = ⟨∂U_w/∂s_w⟩ = K(s_w − ⟨x_c⟩_w).

Here K = 1928.6 eV/nm². The barrier curvature is −4 × 0.35/0.05² = −560 eV/nm², so the biased distribution at the top has a classical width √[0.03214/(1928.6 − 560)] = 0.0048 nm. The 19 windows are spaced by 0.005 nm, so neighbours overlap well.

**How many beads a harmonic mode needs**

For a harmonic well the ring can be solved completely. Its normal modes have frequencies ω_j = 2ω_P sin(πj/P), j = 0, …, P−1, and the well adds ω² to each ω_j². Let θ_j = 2πj/P, u = ħω/kT, and define α by 2 sinh(α/2) = u/P. Then

(ω_j² + ω²)/ω_P² = 2 cosh α − 2 cos θ_j = e^(−α)(e^α − e^(iθ_j))(e^α − e^(−iθ_j)).

The identity Π_j(z − e^(iθ_j)) = z^P − 1 turns the product over all j into

e^(−Pα)(e^(Pα) − 1)² = 4 sinh²y, y = Pα/2 = P arcsinh(u/2P).

The mode j = 0 is the centroid, which is already classical; dividing by its factor (u/P)² leaves the internal modes. As ω → 0, sinh y → u/2, so their product for a free ring is P². A Gaussian integral gives each mode a factor (frequency²)^(−1/2). The ratio of quantum to classical centroid density is therefore

R_well = Π_{j≥1} [ω_j²/(ω_j² + ω²)]^(1/2) = u/(2 sinh y).

Expanding arcsinh z = z − z³/6 gives y = u/2 − u³/(48P²). For u well above 1, sinh y is close to e^y/2, and the well's free energy is too low by

δ = kT u³/(48P²), so P ≥ √[kT u³/(48δ)].

Since kT u³ = (ħω)³/(kT)², the required P at fixed δ grows as ω^(3/2) and as 1/T.

In the example u = 0.2156/0.03214 = 6.71. A target of δ = 1 meV gives P ≥ √(32.14 × 302/48) = 14, hence 16 beads without the bath. A free O–H stretch near 0.45 eV, a rough value, has u = 14 and needs about 43 beads for the same δ. If a stiff mode has the same frequency in the reactant and at the barrier, and is uncoupled from the transfer, its error cancels from the barrier.

At a parabolic barrier ω² becomes −ωb², and the same product gives

R_top = u_b/[2 sin y_b], y_b = P arcsin(u_b/2P), u_b = ħωb/kT = 4.74.

Here y_b = u_b/2 + u_b³/(48P²). The barrier free energy contains +kT ln sin y_b, so its bead error is kT cot(u_b/2) u_b³/(48P²). For P = 16 this is 32.14 × (−1.03) × 0.0087 = −0.3 meV. The well is 0.8 meV too low, which raises the barrier by that amount. The net harmonic estimate is +0.5 meV; the grid calculation for the actual potential gives +0.57 meV.

The grid values of the effective barrier G, defined below, are (without the bath):

P = 4: 0.2800 eV, error +6.0 meV
P = 8: 0.2761 eV, error +2.1 meV
P = 16: 0.2746 eV, error +0.57 meV
P = 32: 0.2742 eV, error +0.15 meV
P → ∞: 0.2740 eV

From 32 to 64 beads the error falls by a factor of 3.97, which passes the test of the 1/P² law. From 4 to 8 beads the factor is only 2.9, so the asymptotic law does not yet hold there: extrapolating with it from those two values gives (4 × 0.2761 − 0.2800)/3 = 0.2748 eV, still 0.8 meV too high.

The cancellation matters when P is chosen. At P = 4 the full harmonic expressions put the well 9.8 meV too low and the barrier 6.6 meV too low. Their difference is only 3.2 meV. In the actual potential the two errors are 8.7 and 2.7 meV, so less cancels and 6.0 meV remain. A barrier that changes little with P does not prove that its two ends have converged. Reactant and barrier free energies should be checked separately where a reference allows it.

**From the profile to a rate**

Bead velocities have variance PkT/m, so the centroid velocity has variance (1/P²)·P·PkT/m = kT/m. Its mean positive part, ∫₀^∞ v f(v)dv for a Gaussian f, is √(kT/2πm). For a dividing surface s, let

p(s) = ρ_c(s) / ∫_{−∞}^{s} ρ_c(x)dx.

If no trajectory recrossed, the rate would be √(kT/2πm) p(s). The actual rate is

k = κ(s) √(kT/2πm) p(s),
κ = P(product | +v) − P(product | −v).

The probabilities are taken after the fast motion has decayed but long before 1/k. The trajectories start at s with speeds weighted by the flux, that is, by |v| times the Gaussian. The second term removes trajectories that end as products although they started backwards.

The product κp cannot depend on s, apart from small corrections. Let h_s = 1 on the product side of s and 0 elsewhere. Stationarity gives

⟨ḣ_s(0)h_s(t)⟩ = −d/dt ⟨h_s(0)h_s(t)⟩.

The left side is the reactive flux. After the fast motion has decayed, the correlation function on the right is a constant plus D exp(−2kt), because a symmetric pair of wells relaxes at the sum of two equal rates. Here D = ¼ up to terms of the order of the population near the barrier. For kt ≪ 1 the flux is 2kD = k/2; dividing by the reactant population ½ gives k. Moving s within the barrier region changes D negligibly.

In the example, moving s from 0 to 0.010 nm multiplies p by 2.10, while κ falls from 0.719 ± 0.008 to 0.329 ± 0.008. The ratio of the complete rates is 2.097 × 0.329/0.719 = 0.96. The errors of the two κ values alone give 2.7 % in this ratio, and the test allowed 12 %. Quoting a barrier from one surface with a κ from another would have changed the rate by about a factor of two.

**Two parts of the quantum lowering**

To put the static factor on an energy scale, define G at s = 0 by

√(kT/2πm) p(0) = (ω0/2π) exp(−G/kT).

By symmetry p(0) = 2ρ_c(0)/Z, where Z is the integral of ρ_c. Taking the logarithm for the quantum (q) and classical (cl) cases and subtracting gives, without the bath,

G_q − G_cl = −kT ln[ρ_q(0)/ρ_cl(0)] + kT ln[Z_q/Z_cl].

The second term is −42.5 meV: confinement raises the reactant free energy, mainly through zero-point motion, and so lowers the barrier measured from it. The first is −34.1 meV: the ring spreads down both sides of the barrier top, the imaginary-time form of tunnelling. "Zero-point lowering" therefore describes little more than half of the total −76.6 meV.

The harmonic expressions at P → ∞ give kT ln R_well = −46.6 meV and −kT ln R_top = −39.4 meV. They reproduce the signs and rough sizes; the remainder is the anharmonicity of V.

**Friction also changes the profile**

Represent the bath by oscillators y with mass M, frequency Ω and coupling c, and energy ½MΩ²[y − cx/(MΩ²)]². In ring mode j, the bath coordinate is held to zero by a spring Mω_j² and to cx/(MΩ²) by a spring MΩ². Eliminating y leaves these two springs in series, with energy

½ [Mω_j²Ω²/(ω_j² + Ω²)] [cx/(MΩ²)]² = ½ [c²/(MΩ²)] [ω_j²/(ω_j² + Ω²)] x².

Ohmic friction means Σ[c²/(MΩ²)] cos Ωt = 2mγδ(t), so the sum over oscillators, weighted by c²/(MΩ²), becomes (2mγ/π)∫₀^∞dΩ. The remaining integral is πω_j/2, and hence

ω_j² → ω_j² + γω_j.

The centroid has ω_0 = 0 and is unaffected, so the classical profile does not depend on γ. The internal modes become stiffer. In the harmonic picture both R_well and R_top then move towards 1, and both changes raise the barrier. An average over Gaussian rings, with and without the extra stiffness, gives +18.4 meV at P = 16. More beads lower this to about 17.6 meV, so at P = 16 the barrier with the bath is still about 1.4 meV too high.

This term explains most of the opening discrepancy: with the converged value, exp(−17.6/32.14) = 0.58 and 10.8 × 0.58 = 6.3. A calculation that puts friction on the centroid but leaves the ring springs unchanged misses it. When the surroundings are simulated explicitly, motions with frequencies near or above the first ring frequency 2πkT/ħ, about 1600 cm⁻¹ here, must also carry beads for it to have the right size; for much slower motions the factor ω_j²/(ω_j² + Ω²) is close to 1 and one bead is nearly enough. A bath coordinate with a single bead cannot follow the internal modes, as if its spring Mω_j² were infinite. Each oscillator then adds the full stiffness c²/(MΩ²), without the factor ω_j²/(ω_j² + Ω²), and the effect is overestimated, most of all for fast oscillators. For a strictly Ohmic spectrum the summed stiffness would even diverge; it is finite only when the spectrum has a cutoff.

**Recrossing by itself**

Near a parabolic top a classical trajectory obeys ẍ + γẋ − ωb²x = noise. Its growing solution exp(λt) has

λ = √(ωb² + γ²/4) − γ/2, λ(λ + γ) = ωb².

A trajectory starting at x = 0 ends on the side given by the sign of v0 + ξ, where ξ is the noise integrated with weight exp(−λt). With noise strength 2γkT/m, ξ has variance σ_ξ² = γkT/(mλ). Let σ² = kT/m. For a given speed v, the forward probability minus the backward one is erf[v/(√2σ_ξ)]. Averaging over the flux weight (v/σ²)exp(−v²/2σ²), and integrating by parts, gives Kramers' result:

κ = √(2/π) (1/σ_ξ) ∫₀^∞ exp[−v²/(2σ²) − v²/(2σ_ξ²)]dv
= σ/√(σ² + σ_ξ²) = √[λ/(λ + γ)] = λ/ωb.

Weak friction gives κ → 1, strong friction κ → ωb/γ. The first limit applies to the barrier top alone: at very weak friction a trajectory fails to settle in the product well, and this formula does not describe that.

For the example λ/ωb = 0.727. The classical phase-space (Klein–Kramers) equation for the full double well, whose slowest decay rate is 2k, gives 0.726; classical trajectories give 0.727 ± 0.005. The ring polymer with the bath gives 0.719 ± 0.008, not resolved from the classical value. As energies −kT ln κ, the penalties are 10.6 meV (quantum) and 10.3 meV (classical). Recrossing lowers both rates but hardly changes their ratio.

**Reading the sampled result**

With 16 beads and the bath, umbrella sampling gives G = 0.2916 ± 0.0008 eV, against 0.2932 eV from the Gaussian-ring average. Then

k = (0.3275/2π fs⁻¹) × exp(−0.2916/0.03214) × 0.719 = 4.3 ns⁻¹.

The classical rate is 0.69 ns⁻¹, from G = 0.3506 eV and κ = 0.726. The ratio is 6.2. The P = 16 reference of 0.2932 eV would give 5.9; the sampled G happens to lie low by about as much as the bead error raises it, and the bead-converged barrier of 0.2917 eV again gives 6.2.

The quoted sampling errors deserve caution. At P = 1 umbrella sampling gives 0.3521 ± 0.0006 eV against 0.3506 eV, a gap of 2.5 quoted errors. Four blocks determine an error poorly. An accuracy of 1 to 2 meV is a fairer reading. The change from 8 to 16 beads is 1.5 meV, so these sampled profiles alone could not have established convergence beyond P = 8.

The barrier read directly from the sampled profile, F(0) − F(−a), is 0.288 eV. It differs from G for two reasons: the minimum of the quantum profile lies slightly inside −a, and G also contains the width of the reactant distribution. The two should not be exchanged in a rate formula.

**Where the guidance stops**

R_top diverges when the first internal mode becomes unstable at the barrier. Without friction and for P → ∞ this happens at 2πkT/ħ = ωb, or 282 K. With the bath the condition is ν² + γν = ωb², ν = 2πkT/ħ, which gives about 205 K. Near and below that temperature the parabolic estimate of P at the barrier fails, and the ring can stretch across the barrier even when its centroid is at the top.

The rate is that of ring-polymer dynamics with thermostatted internal modes, an approximation to quantum dynamics whose error is not measured here. Cutting the internal damping to one fifth gives κ = 0.715 ± 0.009, so that choice has no resolved effect. The ground-state tunnel splitting is only 0.27 meV. Whether such a pair of levels oscillates coherently depends on the friction and on the distance 2a between the wells, through the dimensionless coupling mγ(2a)²/(2πħ). Here it is 3.8; for Ohmic friction a value above 1 means incoherent hopping for the lowest pair of levels.

The temperature is typical of the post-exposure bake of a resist film, roughly 100 °C, but the model describes only a single hop between two neighbouring sites. It does not give the acid diffusion in a resist: free repetition of this hop would carry a proton tens of micrometres in a minute, far more than the nanometre-scale blur seen there, so other steps must limit the transport. The friction is a chosen value, taken as Ohmic at all bath frequencies. The static bath term comes from bath motions near and above the first ring frequency, about 1600 cm⁻¹, where heavy-atom surroundings respond little. If the weight of the oscillators falls off as ω_c²/(ω_c² + Ω²) at the same γ, the added stiffness becomes γω_jω_c/(ω_j + ω_c), and the 18.4 meV at P = 16 shrinks to about 8, 3.6 and 1.4 meV for ω_c near 1060, 320 and 110 cm⁻¹. The parabolic κ rises at the same time to about 0.85, 0.93 and 0.97. The 18 meV is therefore a property of the Ohmic model, not an estimate for a real film. The well quantum of 0.22 eV is well below a free O–H stretch. In a real film the distance between sites is not fixed: shortening it by 0.01 nm at fixed well frequency multiplies p(0) by 7.4 in this model without the bath, which is comparable to the quantum factor of 10.8 found there. A transverse bend stiffening from 0.12 to 0.15 eV at the barrier would add 15.5 meV and reduce the rate by a factor of 0.62. Unequal sites would change the forward and backward rates separately.

For a barrier above the crossover temperature, these results suggest an order of work. Estimate P from the stiffest mode that changes during the transfer, then double it, with the surroundings included, and compare the change with the real sampling error. Include the quantum response of the surroundings in the profile where motions near or above 2πkT/ħ couple to the transfer; for slow surroundings this term is small. Compute κ last, at the same dividing surface as p. The numerical output follows.

Computed results

```
temperature 373 K, kT 0.03214 eV
barrier Vb 0.35 eV, half distance a 0.050 nm, friction 0.15 1/fs
well quantum 0.2156 eV, barrier quantum 0.1524 eV
well frequency w0 0.3275 rad/fs, barrier frequency wb 0.2316 rad/fs
thermal length hbar/sqrt(m kT) 0.0359 nm
umbrella spring 1928.6 eV/nm^2, 19 windows, step 0.4 fs
classical effective barrier 0.3506 eV
beads  4: G 0.28004 eV, error +6.003 meV
beads  8: G 0.27611 eV, error +2.072 meV
beads 16: G 0.27460 eV, error +0.569 meV
beads 32: G 0.27418 eV, error +0.146 meV
beads 64: G 0.27407 eV, error +0.037 meV
beads infinite: G 0.27404 eV
error ratio 32 to 64 beads 3.974
umbrella P=1: G 0.3521 +- 0.0006 eV, reference 0.3506 eV
umbrella P=4: G 0.2797 +- 0.0009 eV, reference 0.2800 eV
umbrella P=16: G 0.2734 +- 0.0008 eV, reference 0.2746 eV
umbrella P=16 with bath: G 0.2916 +- 0.0008 eV, reference 0.2932 eV
profile relative to x=-a: x (nm), classical, umbrella+bath, reference (eV)
  -0.060  0.0678  0.0874  0.0867
  -0.040  0.0454  0.0270  0.0274
  -0.020  0.2470  0.1977  0.1989
  +0.000  0.3500  0.2876  0.2892
reactant quantum part of G -42.5 meV
barrier quantum part of G -34.1 meV
static bath part of G +18.4 meV
recrossing as energy, quantum +10.6 meV
recrossing as energy, classical +10.3 meV
kappa classical: trajectories 0.727 +- 0.005
kappa classical: phase-space equation 0.7260, at T/2 0.7268
kappa Kramers parabolic formula 0.7273
kappa ring polymer, surface 0: 0.719 +- 0.008
kappa ring polymer, surface 0.010 nm: 0.329 +- 0.008
p(shifted)/p(0) 2.097, ratio of full rates 0.959
classical rate: TST 0.954 1/ns, with recrossing 0.693 1/ns
quantum rate: TST 5.98 1/ns, with recrossing 4.30 1/ns
quantum/classical rate ratio 6.21
neglected: gap 0.01 nm shorter multiplies p(0) by 7.36
neglected: bend 0.12 to 0.15 eV adds 15.5 meV
neglected: internal damping x0.2 gives kappa 0.715 +- 0.009
ground tunnel splitting 0.2665 meV, hbar*gamma 98.7 meV
frictionless crossover temperature 282 K
```
